# Weak and strong limits of the Mayadas–Shatzkes grain-boundary conductivity

## The setting

A polycrystalline film carries a current along $x$. Its electrons are degenerate, with a spherical Fermi surface of radius $k_F$ and Fermi speed $v_F$. Inside the grains they scatter isotropically with relaxation time $\tau$ and mean free path $l=v_F\tau$. The grain boundaries that matter are modelled as flat walls normal to $x$, at mean spacing $D$. Boundaries parallel to the current are taken to reflect specularly, so they leave $k_x$ unchanged and cost no current.

Let $c=k_x/k_F$, with sign, and $u=|c|$. The conductivity without walls is $\sigma_0$, the conductivity with walls is $\sigma$, and $F=\sigma/\sigma_0$. The electron charge is $-e$.

## Part (a): the scattering rate of the walls

**Question.** Represent a wall by the potential $S\,\delta(x)$. Find its reflection probability, and from it the rate at which weak, randomly placed walls reverse $k_x$. Define a dimensionless parameter $\alpha$ that measures the effect of the walls on the relaxation rate.

**Answer.** The wall conserves the transverse momentum, so the problem is one-dimensional with wavenumber $k=|k_x|$. Take

$$\psi=e^{ikx}+re^{-ikx}\quad(x<0),\qquad \psi=te^{ikx}\quad(x>0).$$

Continuity gives $1+r=t$. Integrating the Schrödinger equation across the wall gives the jump in slope,

$$ikt-ik(1-r)=\frac{2mS}{\hbar^2}\,t .$$

Since $1-r=2-t$, the left side is $2ik(t-1)$. Dividing by $2ik$ and collecting $t$,

$$t=\frac{1}{1+i\beta},\qquad \beta=\frac{mS}{\hbar^2k}=\frac{S}{\hbar v_F u}.$$

The transmission probability is $|t|^2=1/(1+\beta^2)$, so the reflection probability $R_x$ obeys

$$\frac{R_x}{1-R_x}=\beta^2=\left(\frac{S}{\hbar v_F}\right)^2\frac1{u^2}.$$

For a weak wall $R_x\approx\beta^2$. This fails for grazing electrons with $u\lesssim S/\hbar v_F$, but when $S\ll\hbar v_F$ they carry only a fraction of order $(S/\hbar v_F)^3$ of the current. An electron meets walls at the rate $v_Fu/D$. If reflections from different walls add without interference, the reversal rate is

$$P(u)=\frac{v_Fu}{D}\,R_x=\frac{S^2}{\hbar^2v_FD}\,\frac1u .$$

Grazing electrons meet fewer walls but are reflected much more readily, which leaves a net factor $1/u$.

Now write the departure from equilibrium as $(-\partial f_0/\partial E)\,\Phi(c)$. In a field $\mathcal E$ along $x$ the linear Boltzmann equation is

$$e\mathcal E v_Fc=-\frac{\Phi(c)-\langle\Phi\rangle}{\tau}-P(u)\,[\Phi(c)-\Phi(-c)] .$$

The driving term is odd in $c$, so $\Phi$ is odd. Its angular average $\langle\Phi\rangle$ vanishes, and the last bracket equals $2\Phi(c)$: one reversal removes an electron from one direction and adds it to the opposite one. The total relaxation rate is therefore

$$\frac1{\tau^*(u)}=\frac1\tau+2P(u)=\frac1\tau\left(1+\frac{\alpha}{u}\right),\qquad \alpha=2u\tau P(u).$$

For literal thin walls with reflection probability $R_n$ at normal incidence, inserting $P$ gives

$$\alpha=\frac{2l}{D}\left(\frac{S}{\hbar v_F}\right)^2=\frac{2l}{D}\,\frac{R_n}{1-R_n}.$$

The customary definition is instead

$$\alpha=\frac lD\,\frac{R}{1-R},$$

without the factor 2. The two agree if $R$ is read as an effective coefficient, with $R/(1-R)=2R_n/(1-R_n)$. The customary definition is used below. The Mayadas–Shatzkes model keeps the same rate law for strong walls, where the weak-wall argument no longer justifies it. For clean grains a different argument does. If phase is lost between walls, the odds add, $1/T_N-1=N R_x/(1-R_x)=N\beta^2$, and this is what the rate $P=v_Fu\beta^2/D$ gives over $N$ spacings at any wall strength.

## Part (b): the conductivity ratio

**Question.** Derive $F(\alpha)$ as an integral, and evaluate it in closed form.

**Answer.** The kinetic equation gives

$$\Phi(c)=-\,\frac{e\mathcal E v_F\tau\,c}{1+\alpha/u}.$$

The current is proportional to the average of $-e\,v_Fc\,\Phi(c)$ over the Fermi sphere, on which $c$ is uniformly distributed between $-1$ and $1$. Common factors cancel in the ratio:

$$F(\alpha)=\frac{\int_0^1u^2(1+\alpha/u)^{-1}du}{\int_0^1u^2\,du}=3\int_0^1\frac{u^3}{u+\alpha}\,du .$$

Polynomial division follows from $u^3+\alpha^3=(u+\alpha)(u^2-\alpha u+\alpha^2)$:

$$\frac{u^3}{u+\alpha}=u^2-\alpha u+\alpha^2-\frac{\alpha^3}{u+\alpha}.$$

The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. Hence

$$F(\alpha)=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

## Part (c): weak boundary scattering

**Question.** Find $F$ to first order for $\alpha\ll1$, bound the error, and determine the form of the next corrections. Is a small $R$ enough to place a film in this regime?

**Answer.** Stop the division one step earlier. Because $u^3=(u+\alpha)(u^2-\alpha u)+\alpha^2u$,

$$F=3\int_0^1(u^2-\alpha u)\,du+3\alpha^2\int_0^1\frac{u}{u+\alpha}\,du .$$

The first integral gives $1-3\alpha/2$. The integrand of the second lies between 0 and 1, so

$$F=1-\frac{3\alpha}{2}+\mathcal O(\alpha^2),\qquad 0<F-\left(1-\frac{3\alpha}2\right)<3\alpha^2 .$$

The linear form is always too low. For the next terms, use $\ln(1+1/\alpha)=-\ln\alpha+\ln(1+\alpha)$ in the closed form:

$$F=1-\frac{3\alpha}{2}+3\alpha^2+3\alpha^3\ln\alpha+\mathcal O(\alpha^4).$$

The logarithm shows that this is not an ordinary power series. Its origin is the grazing electrons. Expanding $(1+\alpha/u)^{-1}$ in powers of $\alpha/u$ is legitimate only for $u>\alpha$, and at third order it would produce $-3\alpha^3\int du/u$, which diverges at small $u$. The true integrand cuts this off near $u\sim\alpha$, leaving $3\alpha^3\ln\alpha$.

A small $R$ is not enough. The condition is $(l/D)\,R/(1-R)\ll1$. With $R=0.1$ and $l=90D$, for example, $\alpha=10$: each wall reflects little, but an electron meets many walls before it scatters inside a grain.

## Part (d): strong boundary scattering

**Question.** Find the leading form of $F$ for $\alpha\gg1$, bound its error, and confirm it from the closed form. What mobility does the film approach as the grains become cleaner? Check the result against a picture of walls as resistors in series.

**Answer.** Now $\alpha$ dominates the denominator. From

$$\frac1{u+\alpha}=\frac1\alpha-\frac{u}{\alpha(u+\alpha)}$$

it follows that

$$F=\frac3\alpha\int_0^1u^3\,du-\frac3\alpha\int_0^1\frac{u^4}{u+\alpha}\,du .$$

The first term is $3/(4\alpha)$. In the second, $0<1/(u+\alpha)<1/\alpha$ for $u>0$, and $\int_0^1u^4du=1/5$, so

$$F=\frac{3}{4\alpha}+\mathcal O(\alpha^{-2}),\qquad 0<\frac3{4\alpha}-F<\frac{3}{5\alpha^2}.$$

The closed form must agree, although its separate terms grow with $\alpha$. Expanding the logarithm in $1/\alpha$,

$$3\alpha^3\ln\!\left(1+\frac1\alpha\right)=3\alpha^2-\frac{3\alpha}2+1-\frac3{4\alpha}+\frac3{5\alpha^2}-\frac1{2\alpha^3}+\dots$$

The first three terms cancel the polynomial in $F$, leaving

$$F=\frac3{4\alpha}-\frac3{5\alpha^2}+\frac1{2\alpha^3}-\dots$$

**Mobility ceiling.** The in-grain mobility is $\mu_0=e\tau/m=el/(\hbar k_F)$. Multiplying it by $3/(4\alpha)$ cancels $l$:

$$\mu_\infty=\frac{3eD}{4\hbar k_F}\,\frac{1-R}{R}.$$

At fixed $D$, $R$ and $k_F$, the film mobility $\mu_0F$ is proportional to $\alpha F=3\int_0^1u^3\,[\alpha/(u+\alpha)]\,du$. This rises steadily with $\alpha$ towards $3/4$, so $\mu_\infty$ is a ceiling within the model. Once it is nearly reached, cleaner grains hardly help in this model. The limit presumes that reflections still add without interference. Between flat, parallel, randomly spaced walls this fails when the grains are so clean that phase survives across many weak walls, or across only a few strong ones. The electrons then tend to localise, and the mobility need not approach $\mu_\infty$.

**Walls in series.** Let thin walls with $\beta_n=S/\hbar v_F\gg1$ supply nearly all the resistance, and let phase memory be lost between them. The transverse wavevectors fill a disc of area $\pi k_F^2$, giving $k_F^2/4\pi$ channels per unit area. Each conducts $2e^2/h$ times its transmission $u^2/(u^2+\beta_n^2)$. Since $k_\perp^2=k_F^2(1-u^2)$, the average over the disc has weight $2u\,du$:

$$\langle T\rangle=\int_0^12u\,\frac{u^2}{u^2+\beta_n^2}\,du\approx\frac1{2\beta_n^2}.$$

The voltage per wall is $\mathcal ED$, so

$$\sigma=D\,\frac{2e^2}{h}\frac{k_F^2}{4\pi}\frac1{2\beta_n^2}.$$

With $n=k_F^3/3\pi^2$, the grain conductivity $ne\mu_0$ can be written as

$$\sigma_0=\frac{2e^2}{h}\frac{k_F^2}{4\pi}\frac{4l}{3}.$$

The ratio is

$$\frac{\sigma}{\sigma_0}=\frac{3D}{8l\beta_n^2}=\frac3{4\alpha},\qquad \alpha=\frac{2l\beta_n^2}{D}.$$

This reproduces the strong limit without the weak-wall rate, and with the same factor 2 for literal thin walls as in part (a).

## Part (e): two oxide films

**Question.** A degenerate film has $n=10^{21}$ cm$^{-3}$, effective mass $0.35\,m_e$ and $\mu_0=50$ cm$^2$/Vs at 300 K. These are rough values for tin-doped indium oxide. Film A has $D=30$ nm and $R=0.3$; film B has $D=10$ nm and $R=0.9$. Both values of $R$ are chosen. Find the mobilities, judge the two limiting forms, and say what doubling $\mu_0$ would achieve.

**Answer.** The Fermi wavenumber is $k_F=(3\pi^2n)^{1/3}=3.094$ nm$^{-1}$, and

$$l=\frac{\hbar k_F\mu_0}{e}=10.18\ \text{nm}.$$

The effective mass is not needed for $l$ once $\mu_0$ is given.

**Film A.**

$$\alpha=\frac{10.18}{30}\times\frac{0.3}{0.7}=0.145 .$$

The full ratio is $F=0.826$, so the mobility is $0.826\times50=41$ cm$^2$/Vs. The linear form gives $1-1.5\times0.1454=0.782$, which is 5.4 % below the full ratio. Adding $3\alpha^2$ gives 0.845, now too high, because the negative term $3\alpha^3\ln\alpha$ is still missing.

**Film B.**

$$\alpha=\frac{10.18}{10}\times\frac{0.9}{0.1}=9.16 .$$

The full ratio is $F=0.0753$, and the mobility is 3.8 cm$^2$/Vs. The leading strong form gives $0.75/9.16=0.082$, which is 8.7 % above the full ratio. Including $-3/(5\alpha^2)$ gives 0.0747, close to the full value.

Relative to the full ratio, the linear form is 5 % low at $\alpha=0.14$, and the strong form is 5 % high at $\alpha=16$. Between these values the closed form is the better choice. Film A lies just outside the 5 % range of the weak form, and film B is well short of that of the strong form.

Doubling $\mu_0$ at fixed $n$, $D$ and $R$ doubles $l$ and hence $\alpha$. The film mobility changes by the factor $2F(2\alpha)/F(\alpha)$, which is 1.71 for film A and 1.04 for film B. The ceilings $\mu_\infty$ are 258 and 4.1 cm$^2$/Vs. That of film A is only formal: at fixed $n$ the donors that supply the electrons also scatter them, which limits $\mu_0$ and may rule out even the doubling. Film B has almost reached its ceiling, so within the model its mobility can be raised appreciably only through larger grains or less reflecting boundaries. A smaller $k_F$ would also raise it if $R$ stayed fixed, but a real boundary generally does not keep $R$ fixed. For a thin wall of fixed strength $S$ and fixed effective mass, $R/(1-R)\propto1/k_F^2$, and the ceiling then falls in proportion to $k_F$.

## Part (f): what the model leaves out

**Question.** For the same films, estimate the effects of temperature, interference between walls, diffuse film surfaces and charge trapped at the boundaries. Which assumptions matter most?

**Answer.** *Temperature.* The Fermi energy is 1.04 eV and $k_BT=0.026$ eV. Averaging over the thermal spread of energies, with $\tau$ and the wall strength fixed so that $\alpha\propto1/v$, changes either ratio by only about 0.0001.

*Interference.* Waves reflected by different walls add with phases $2k_xd$, where $d$ is a wall spacing. For independent spacings let $\phi=\langle e^{2ik_xd}\rangle$. The reversal rate is then multiplied by

$$1+2\,\mathrm{Re}\sum_{j=1}^{\infty}\phi^j=1+2\,\mathrm{Re}\,\frac{\phi}{1-\phi}=\frac{1-|\phi|^2}{|1-\phi|^2}.$$

For a Gaussian spread $s$ of the spacing, $|\phi|=e^{-2k_x^2s^2}$, so the factor is near 1 unless $k_xs\lesssim1$. When $k_Fs\gg1$, as here, that leaves only grazing electrons affected. With $s=D/4$ both ratios are unchanged to the four decimals computed. The factor adds single reflections only, so it assumes that an electron is rarely reflected within one mean free path. Weak walls alone do not ensure this when $l\gg D$. For the strong walls of film B it does not show that interference is negligible.

*Film surfaces.* Let $c_z>0$ be the direction cosine from the surface normal. An electron leaving a fully diffuse surface has no drift, and at distance $z$ it still lacks a fraction $e^{-z/(lc_z)}$ of its bulk value. The current weight is $\tfrac32(1-c_z^2)$. Averaging over a film of thickness $t_f$ gives the fractional loss

$$\frac{3l}{2t_f}\int_0^1(c_z-c_z^3)\left(1-e^{-t_f/(lc_z)}\right)dc_z\approx\frac{3l}{8t_f}\quad(t_f\gg l).$$

For 150 nm this is 2.5 %, calculated without grain walls.

*Trapped charge.* Suppose $N_t=10^{13}$ cm$^{-2}$ electrons are trapped at a boundary, and the relative permittivity is 9. Let $\epsilon$ be the full permittivity. A small upward shift $w$ of the band edge lowers the local density by $3nw/(2E_F)$. Poisson's equation becomes $w''=w/\lambda^2$, with

$$\lambda^2=\frac{2\epsilon E_F}{3ne^2},\qquad w=w_0e^{-|x|/\lambda}.$$

The slope of $w$ jumps by $-e^2N_t/\epsilon$ at the charged sheet, and this jump equals $-2w_0/\lambda$. Therefore

$$w_0=\frac{e^2N_t\lambda}{2\epsilon}.$$

The numbers are $\lambda=0.59$ nm and $w_0=0.059$ eV, far below $E_F$. Electrons at the Fermi level thus pass over this barrier except at grazing incidence. Treated as a thin wall of strength $2w_0\lambda$, it has $R_n/(1-R_n)=0.011$. At normal incidence this is a large overestimate, since the barrier is not thin compared with $1/k_F$: to lowest order the reflection amplitude is proportional to $\int w\,e^{2ik_Fx}dx=2w_0\lambda/[1+(2k_F\lambda)^2]$, which is about 14 times smaller than the thin-wall value $2w_0\lambda$. For grazing electrons, which must tunnel, the thin-wall value is not an upper bound. The chosen $R$ values correspond to $R/(1-R)=0.43$ and 9, so this trapped charge cannot account for them. A poorly conducting layer at the boundary is one conjecture for such strong reflection.

*The meaning of $R$.* If the stated $R$ were the normal-incidence reflection of a literal thin wall, $\alpha$ would double. The ratio would fall from 0.83 to 0.71 in film A, and from 0.075 to 0.039 in film B. Of the effects sized so far, this is the largest. Diffuse scattering at the boundaries parallel to the current, which the model excludes, could matter as much in film A: setting $t_f=D=30$ nm in the film-surface estimate gives a loss of roughly 13 % for a single pair of such boundaries, taken as fully diffuse and without the walls normal to the current. Two such pairs would cost more than the 14 % that doubling $\alpha$ costs. A value of $R$ fitted with the customary formula should therefore not be equated with a calculated reflection probability.

*Validity of semiclassical transport.* An effective mean free path $lF$ gives $k_FlF=26$ for film A but 2.4 for film B. The conductance of one cubic grain, $\sigma D$, is 256 and 7.8 in units of $2e^2/h$. Film A is safely metallic by these measures. Film B is marginal: quantum interference may matter, and its mobility is best read as an estimate of size. Neither film has weak walls in the sense of part (a): with $R$ read as the effective coefficient, $S/\hbar v_F$ is 0.46 in film A and 2.1 in film B. Both ratios therefore rest on adding the walls without phase, not on the weak-wall derivation.

**Comparison with real films.** Good tin-doped indium oxide films have mobilities of some tens of cm$^2$/Vs, and a density of $10^{21}$ cm$^{-3}$ is towards the high end for this material. Film A falls in that range. Film B, at about 4 cm$^2$/Vs, is far below a good film and represents very resistive boundaries. Real grains vary in shape and their walls are not all normal to the current, so a fitted $R$ also absorbs geometry; the size of that effect has not been calculated here. In lightly doped films, where band bending is no longer small compared with $E_F$, thermal activation over the barriers can control the current, and this degenerate model should not be used. The remaining computed values are in the numerical output. The thin-wall strengths listed there take $R$ as the literal reflection probability at normal incidence; if $R$ is the effective coefficient of part (a), they are smaller by a factor $\sqrt2$.

## Computed values

```
density 1.0e+21 cm^-3, mass 0.35 m_e
in-grain mobility 50.0 cm2/Vs, temperature 300 K
Fermi wavenumber 3.094 nm^-1
Fermi energy 1.042 eV, kT 0.0259 eV
in-grain mean free path 10.18 nm
in-grain conductivity 8011 S/cm
weak form 5 percent low at alpha = 0.140
strong form 5 percent high at alpha = 15.97
fitted alpha^3 ln(alpha) coefficient 3.000
fitted 1/alpha^2 coefficient -0.5995
film A: D 30 nm, R 0.30, alpha 0.1454
  full ratio 0.8262, mobility 41.31 cm2/Vs
  1 - 3a/2 = 0.7818, error -5.38 %
  with 3a^2 added 0.8453
  mobility ceiling for clean grains 257.82 cm2/Vs
  mobility gain if in-grain mobility doubles: x 1.713
  ratio with thermal smearing 0.8263
  ratio with spacing spread D/4 0.8262
  ratio if R is a literal thin wall 0.7075
  k_F times effective free path 26.02
  grain conductance 256.3 in 2e^2/h
  thin-wall strength for this R 0.441 eV nm
film B: D 10 nm, R 0.90, alpha 9.1633
  full ratio 0.0753, mobility 3.76 cm2/Vs
  3/(4a) = 0.0818, error 8.70 %
  with -3/(5a^2) added 0.0747
  mobility ceiling for clean grains 4.09 cm2/Vs
  mobility gain if in-grain mobility doubles: x 1.042
  ratio with thermal smearing 0.0754
  ratio with spacing spread D/4 0.0753
  ratio if R is a literal thin wall 0.0392
  k_F times effective free path 2.37
  grain conductance 7.8 in 2e^2/h
  thin-wall strength for this R 2.021 eV nm
film thickness 150 nm
diffuse-surface loss without walls 2.55 %
trapped charge 1.0e+13 cm^-2, permittivity 9.0
screening length 0.588 nm
band bending at boundary 0.0591 eV
thin-wall R/(1-R) of that bending 0.0106
```
